# Franz-Keldysh absorption of a two-dimensional electron-hole pair without Coulomb attraction, part 1

(Sections cited here and not found follow in the second part.)

## I. From the optical transition to one Airy function

### A pair without a field

Consider first an electron and a hole that move freely in a plane. Their separation is \(\mathbf r\), their reduced mass is \(\mu\), and their relative states are the plane waves \(e^{i\mathbf k\cdot\mathbf r}/2\pi\) with energy \(\hbar^2k^2/2\mu\). Light creates both particles at the same place, so the relevant quantity is the density of pair states at zero separation,

\[
\rho_0(E)=\int\frac{d^2k}{4\pi^2}\,\delta\!\left(E-\frac{\hbar^2k^2}{2\mu}\right).
\]

Take the kinetic energy \(W=\hbar^2k^2/2\mu\) as the variable. Then \(dW=\hbar^2k\,dk/\mu\), and the area of a ring in the plane of wave vectors is \(2\pi k\,dk=(2\pi\mu/\hbar^2)\,dW\). Hence

\[
\rho_0(E)=\frac{\mu}{2\pi\hbar^2}\int_0^\infty dW\,\delta(W-E).
\]

The result is zero for \(E<0\) and the constant \(D=\mu/2\pi\hbar^2\) for \(E>0\). Two facts produce this step: every interval of kinetic energy has the same weight, and energy conservation selects \(W=E\) sharply. A uniform field leaves the first fact intact and softens the second. The delta function becomes an Airy function of finite width, and the step becomes the integral of that Airy function.

### Setting and statement

The assumptions are these.

1. Electron and hole have isotropic parabolic masses \(m_e\) and \(m_h\).
2. A uniform field \(F>0\) points along \(x\) in the plane. It acts within the bands, and the small corrections from the change of the Bloch functions with wave vector are dropped.
3. The particles do not attract each other.
4. The transition is allowed at the band edge, its matrix element does not depend on wave vector, and the light carries negligible in-plane momentum.

With \(e>0\), the electron has charge \(-e\) and potential energy \(+eFx_e\), while the hole has \(-eFx_h\). Their sum depends on the separation \(x=x_e-x_h\) alone. To split the kinetic energy, let \(M=m_e+m_h\) and write

\[
\mathbf p_e=\frac{m_e}{M}\mathbf P+\mathbf p,\qquad
\mathbf p_h=\frac{m_h}{M}\mathbf P-\mathbf p .
\]

In \(p_e^2/2m_e+p_h^2/2m_h\) the cross terms are \(+\mathbf P\cdot\mathbf p/M\) and \(-\mathbf P\cdot\mathbf p/M\), which cancel. What remains is \(P^2/2M+p^2/2\mu\), with \(1/\mu=1/m_e+1/m_h\). The pair is neutral, so its centre of mass feels no force, and the light creates it with \(\mathbf P=0\). The relative Hamiltonian, with \(f=eF\), is

\[
H=\frac{p_x^2+p_y^2}{2\mu}+fx .
\]

Energies \(E\) are measured from the gap: \(E=\hbar\omega-E_g\).

**Theorem.** Under these assumptions the density of pair states at zero separation is

\[
\rho(E)=\frac{\mu}{2\pi\hbar^2}\,S(a),\qquad
S(a)=\int_a^\infty \mathrm{Ai}(y)\,dy,
\]

\[
a=\frac{E_g-\hbar\omega}{\theta_2},\qquad
\theta_2=\left(\frac{\hbar^2e^2F^2}{8\mu}\right)^{1/3}.
\]

Apart from the smooth optical prefactor, which varies as \(1/\omega\), \(S\) is the absorption divided by its flat zero-field value above the gap.

The number \(a\) is the energy that the photon lacks, in units of \(\theta_2\). It is negative above the gap. The proof needs three lemmas: one on the optical transition, one on motion along the field, and one on the square of an Airy function.

### The optical transition

**Lemma 1.** The absorption rate per area is proportional to

\[
\rho(E)=\sum_n|\psi_n(0)|^2\,\delta(E-E_n),
\]

where \(\psi_n\) are the normalised eigenfunctions of \(H\), and the sum becomes an integral for continuous energies.

*Proof.* Let the sample have area \(\Omega\), and let \(|\mathbf k\rangle\) denote the state in which the electron of wave vector \(\mathbf k\) has been lifted from the valence to the conduction band. The hole left behind has wave vector \(-\mathbf k\), so the pair has the envelope \(e^{i\mathbf k\cdot\mathbf r_e}e^{-i\mathbf k\cdot\mathbf r_h}=e^{i\mathbf k\cdot\mathbf r}\). A final state is \(|n\rangle=\sum_{\mathbf k}c_{\mathbf k}|\mathbf k\rangle\), with relative wave function

\[
\psi_n(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}.
\]

By assumption 4 the light couples the ground state to each \(|\mathbf k\rangle\) with the same amplitude \(h\). The total amplitude is therefore

\[
\langle n|H'|0\rangle=h\sum_{\mathbf k}c_{\mathbf k}^*=h\sqrt\Omega\,\psi_n^*(0).
\]

Its absolute square contains \(\Omega|h|^2|\psi_n(0)|^2\). The golden rule multiplies this by \(2\pi/\hbar\) and by the delta function of energy. Division by \(\Omega\) gives the rate per area \((2\pi/\hbar)|h|^2\rho(E)\) for each spin-valley copy of the bands. ∎

### Motion along the field

The Airy function is used in the form

\[
\mathrm{Ai}(z)=\frac1{2\pi}\int_{\mathrm{Im}\,t=\eta}e^{i(t^3/3+zt)}\,dt,\qquad \eta>0. \tag{1}
\]

On the line \(t=\tau+i\eta\) the real part of the exponent is \(-\eta\tau^2+\eta^3/3-z\eta\). The integrand thus falls off as a Gaussian, and the integral converges absolutely. Differentiation under the integral gives

\[
\mathrm{Ai}''(z)-z\,\mathrm{Ai}(z)=\frac1{2\pi}\int\bigl[-(t^2+z)\bigr]e^{i(t^3/3+zt)}dt
=\frac{i}{2\pi}\int\frac{d}{dt}e^{i(t^3/3+zt)}dt=0,
\]

so (1) obeys Airy's equation. Three properties will be used.

- The line may be lowered to the real axis. At \(\mathrm{Re}\,t=\pm R\) the connecting sides carry an integrand bounded by a constant times \(e^{-R^2y}\), with \(y\) the height above the axis. Their integrals are at most of order \(1/R^2\) and vanish as \(R\to\infty\).
- For real \(z\) the function is real, because \(t\to-t^*\) maps the line to itself and turns the integral into its complex conjugate.
- For \(z>0\) choose \(\eta=\sqrt z\). Inserting \(t=i\sqrt z+\tau\) gives the exponent \(-\tfrac23z^{3/2}-\sqrt z\,\tau^2+i\tau^3/3\). Taking the modulus inside the integral yields \(|\mathrm{Ai}(z)|\le e^{-2z^{3/2}/3}/(2\sqrt\pi z^{1/4})\). This rapid decay makes the integrals below over large positive arguments converge absolutely.

**Lemma 2.** The eigenstates of \(p_x^2/2\mu+fx\), normalised so that \(\langle\phi_{\varepsilon'}|\phi_\varepsilon\rangle=\delta(\varepsilon-\varepsilon')\), satisfy

\[
|\phi_\varepsilon(0)|^2=\frac{\mathrm{Ai}^2(-\varepsilon/\theta)}{\ell\theta},\qquad
\theta=\left(\frac{\hbar^2f^2}{2\mu}\right)^{1/3},\qquad \ell=\frac{\theta}{f}.
\]

*Proof.* Write \(\phi(x)=(2\pi\hbar)^{-1/2}\int\tilde\phi(p)e^{ipx/\hbar}dp\). Multiplication by \(x\) then acts as \(i\hbar\,d/dp\) on \(\tilde\phi\), after one integration by parts. The eigenvalue equation is of first order,

\[
\frac{p^2}{2\mu}\tilde\phi+i\hbar f\frac{d\tilde\phi}{dp}=\varepsilon\tilde\phi
\quad\Longrightarrow\quad
\frac{d\tilde\phi}{dp}=\frac{i}{\hbar f}\left(\frac{p^2}{2\mu}-\varepsilon\right)\tilde\phi ,
\]

where \(1/i=-i\) was used. Its solution is

\[
\tilde\phi_\varepsilon(p)=N\exp\left[\frac{i}{\hbar f}\left(\frac{p^3}{6\mu}-\varepsilon p\right)\right].
\]

In the overlap of two such states the cubic phases cancel:

\[
\int\tilde\phi_{\varepsilon'}^*\tilde\phi_\varepsilon\,dp
=|N|^2\int e^{i(\varepsilon'-\varepsilon)p/\hbar f}dp
=|N|^2\,2\pi\hbar f\,\delta(\varepsilon-\varepsilon').
\]

So \(N=(2\pi\hbar f)^{-1/2}\). The same integral taken over \(\varepsilon\) gives \(\delta(p-p')\), which shows that the states are complete. At the origin

\[
\phi_\varepsilon(0)=\frac{1}{2\pi\hbar\sqrt f}\int dp\,
\exp\left[\frac{i}{\hbar f}\left(\frac{p^3}{6\mu}-\varepsilon p\right)\right].
\]

Put \(p=st\) with \(s^3=2\mu\hbar f\). The cubic term becomes \(t^3/3\). The linear term becomes \(-\varepsilon t\,s/\hbar f\), and \((\hbar f/s)^3=\hbar^2f^2/2\mu=\theta^3\), so it is \(-(\varepsilon/\theta)t\). With (1),

\[
\phi_\varepsilon(0)=\frac{s}{\hbar\sqrt f}\,\mathrm{Ai}(-\varepsilon/\theta).
\]

Since \(s/\hbar=f/\theta=1/\ell\), the square has the prefactor \(1/(\ell^2f)=1/(\ell\theta)\). ∎

The length \(\ell\) is the distance over which the potential changes by \(\theta\). From the definitions,

\[
\frac{\hbar^2}{2\mu}=\frac{\theta^3}{f^2}=\theta\ell^2, \tag{2}
\]

so \(\theta\) is also the kinetic energy of a wave number \(1/\ell\).

The normalisation was tested without Airy functions. The one-dimensional Hamiltonian was diagonalised in a box reaching 100 nm down the potential slope and 15 nm up it, for \(\hbar^2/2\mu=0.1905\) eV nm² and \(f=0.020\) eV/nm. For levels between \(-100\) and 150 meV, the density at the origin divided by the level spacing agreed with Lemma 2. The largest deviation was \(1.3\times10^{-5}\) of the largest density in the set.

### The square of an Airy function

**Lemma 3.** For real \(z\),

\[
\mathrm{Ai}^2(z)=\frac{2^{2/3}}{2\pi}\int_{-\infty}^{\infty}\mathrm{Ai}\bigl(2^{2/3}(z+u^2)\bigr)\,du .
\]

*Proof.* Use (1) for one factor, with \(t=\tau+i\eta\). For the other use the complex conjugate of (1), with \(t'=\tau'-i\eta\), which is allowed because \(\mathrm{Ai}(z)\) is real:

\[
\mathrm{Ai}^2(z)=\frac1{4\pi^2}\iint d\tau\,d\tau'\,
\exp\left\{i\left[\frac{t^3-t'^3}{3}+z(t-t')\right]\right\}.
\]

Both factors converge absolutely, so the double integral may be taken in any order and in any variables. Choose the mean \(u=(t+t')/2\) and the difference \(q=t-t'\). The imaginary parts cancel in the mean, so \(u\) is real, while \(\mathrm{Im}\,q=2\eta\). The Jacobian is 1. From \(t=u+q/2\) and \(t'=u-q/2\),

\[
t^3-t'^3=2\left[3u^2\frac q2+\left(\frac q2\right)^3\right]=3u^2q+\frac{q^3}{4}.
\]

Therefore

\[
\mathrm{Ai}^2(z)=\frac1{4\pi^2}\int du\int_{\mathrm{Im}\,q=2\eta}dq\,
\exp\left\{i\left[\frac{q^3}{12}+(z+u^2)q\right]\right\}.
\]

Set \(q=2^{2/3}v\). Then \(q^3/12=4v^3/12=v^3/3\), and by (1) the inner integral equals \(2^{2/3}\cdot2\pi\,\mathrm{Ai}(2^{2/3}(z+u^2))\). Multiplication by \(1/4\pi^2\) gives the lemma. ∎

In the physical problem \(t\) is a scaled momentum. The lemma writes a probability, which involves two momenta, as a sum over their mean \(u\). The difference \(q\) has been integrated out and has left one Airy function.

### Proof of the theorem

Across the field the pair moves freely. The complete set of states is \(\phi_\varepsilon(x)e^{iky}/\sqrt{2\pi}\), with energy \(\varepsilon+\hbar^2k^2/2\mu\). Lemma 1 gives

\[
\rho(E)=\int d\varepsilon\int\frac{dk}{2\pi}|\phi_\varepsilon(0)|^2\,
\delta\!\left(E-\varepsilon-\frac{\hbar^2k^2}{2\mu}\right).
\]

The delta function sets \(\varepsilon=E-\hbar^2k^2/2\mu\). Put \(k=w/\ell\). By (2) the transverse energy is \(\theta w^2\). With \(z=-E/\theta\), Lemma 2 gives

\[
\rho(E)=\frac{1}{2\pi\ell^2\theta}\int_{-\infty}^{\infty}dw\,\mathrm{Ai}^2(z+w^2).
\]

One factor \(1/\ell\) comes from \(dk\) and the other from the normalisation. Now insert Lemma 3:

\[
\rho(E)=\frac{1}{2\pi\ell^2\theta}\,\frac{2^{2/3}}{2\pi}
\iint dw\,du\,\mathrm{Ai}\bigl(2^{2/3}(z+w^2+u^2)\bigr).
\]

The integrand depends on \(R^2=w^2+u^2\) alone. In polar coordinates the area element, integrated over angle, is \(2\pi R\,dR=\pi\,d(R^2)\). With \(y=2^{2/3}(z+R^2)\) the double integral becomes

\[
\pi\,2^{-2/3}\int_{2^{2/3}z}^{\infty}\mathrm{Ai}(y)\,dy .
\]

The powers of two cancel, and what stands in front is \(1/(4\pi\ell^2\theta)\). By (2), \(1/(\ell^2\theta)=2\mu/\hbar^2\), so this factor is \(\mu/2\pi\hbar^2\). The lower limit is \(2^{2/3}z=-E/(2^{-2/3}\theta)\), and

\[
(2^{-2/3}\theta)^3=\frac{\theta^3}{4}=\frac{\hbar^2f^2}{8\mu}=\theta_2^3 .
\]

The lower limit is therefore \(a=-E/\theta_2=(E_g-\hbar\omega)/\theta_2\). ∎

**Remark.** With \(W=\theta R^2\) the result reads

\[
\rho(E)=\frac{\mu}{2\pi\hbar^2}\int_0^\infty dW\,\frac{1}{\theta_2}\,
\mathrm{Ai}\!\left(\frac{W-E}{\theta_2}\right).
\]

This is the zero-field expression with the delta function replaced by an Airy function of width \(\theta_2\). The variable \(W\) combines the transverse kinetic energy with the kinetic energy of the mean momentum along the field. Two such squares have a constant measure in their sum, and this is why two dimensions lead to a plain integral of \(\mathrm{Ai}\).

## II. Limits, absolute scale and a monolayer of WSe₂

### Symbols and results carried over

The pair has reduced mass \(\mu\) and sits in an in-plane field \(F\), with \(f=eF\). Its energy above the gap is \(E=\hbar\omega-E_g\), and \(x\) is the electron-hole separation along the field, with potential energy \(fx\). The zero-field pair density above the gap is \(D=\mu/2\pi\hbar^2\). In the field it becomes

\[
\rho=D\,S(a),\qquad S(a)=\int_a^\infty\mathrm{Ai}(y)\,dy,\qquad a=-\frac{E}{\theta_2}.
\]

With the abbreviation \(C=\hbar^2/2\mu\), the energy scales are \(\theta=(Cf^2)^{1/3}\) and \(\theta_2=(Cf^2/4)^{1/3}\), the length is \(\ell=\theta/f\), and \(C=\theta\ell^2\). The Airy function is the integral of \(e^{i(t^3/3+zt)}/2\pi\) along a line above the real \(t\) axis.

### Value at the gap and limiting forms

Integrate that representation over \(z\) from \(a\) to infinity. For \(\mathrm{Im}\,t>0\) one has \(\int_a^\infty e^{iyt}dy=ie^{iat}/t\), hence

\[
S(a)=\frac{i}{2\pi}\int_{\mathrm{Im}\,t>0}e^{i(t^3/3+at)}\,\frac{dt}{t}. \tag{3}
\]

The path runs from left to right above the pole at \(t=0\).

**Corollary 1.** At the gap \(S(0)=1/3\) for every nonzero field.

*Proof.* For \(a=0\), bend the path onto the rays \(\arg t=5\pi/6\) and \(\arg t=\pi/6\), joined by a small arc above the origin. The integrand decays in the sectors crossed on the way. On both rays \(it^3=-r^3\) and \(dt/t=dr/r\). One ray is followed inwards and the other outwards, so they cancel. On the arc the exponential tends to 1 and the angle changes by \(-2\pi/3\), which gives \(\int dt/t=-2\pi i/3\). Thus \(S(0)=(i/2\pi)(-2\pi i/3)=1/3\). ∎

The value cannot depend on the field, because at \(E=0\) the model has no second energy to compare with \(\theta_2\). An ideal spectrum plotted for several fields therefore has a common crossing point at the gap, at one third of the step if the prefactor is held fixed.

For a pair without mutual attraction, the field turns the absorption step into the integral \(S(a)\) of one Airy function, which equals one third at the gap for every nonzero field. Still to come are the limiting forms away from the gap, the absolute absorptance of one layer, and a worked example for WSe₂ that shows how much the neglected attraction matters.
